# Spin, orbital and crystal-field torques on one d electron, part 1

(Sections cited here and not found follow in the second part.)

## 1.1 Result

Take one electron bound to a nucleus at the origin, with spin-orbit coupling $\xi(r)\,\mathbf L\cdot\mathbf S/\hbar^2$ and a non-spherical crystal potential $V(\mathbf r)$. With no other term that singles out a direction, its spin $\mathbf S$, orbital angular momentum $\mathbf L$ and total electronic angular momentum $\mathbf J=\mathbf L+\mathbf S$ obey

$$\frac{d\mathbf S}{dt}=\mathbf T_{SO},\qquad \frac{d\mathbf L}{dt}=-\mathbf T_{SO}+\mathbf T_{CF},\qquad \frac{d\mathbf J}{dt}=\mathbf T_{CF}, \tag{1}$$

$$\mathbf T_{SO}=\frac{\xi}{\hbar^2}\,\mathbf L\times\mathbf S,\qquad \mathbf T_{CF}=-\,\mathbf r\times\nabla V. \tag{2}$$

Spin-orbit coupling moves angular momentum between spin and orbit. The crystal-field torque is the one term that changes their sum. These are operator equations, so they hold for the mean values in every state.

## 1.2 Hamiltonian and assumptions

The Hamiltonian is

$$H=\frac{p^2}{2m}+U(r)+\frac{\xi(r)}{\hbar^2}\,\mathbf L\cdot\mathbf S+V(\mathbf r). \tag{3}$$

Here $U$ is the spherical part of the potential, and $\xi(r)$ is an energy that depends on the distance $r$ alone. $V$ acts on position and leaves the spin untouched. There is no light field, applied magnetic field or exchange field, and the ions that produce $V$ are clamped. Section 1.10 treats what happens when these conditions are dropped.

I use $\mathbf L=\mathbf r\times\mathbf p$ with $\mathbf p=-i\hbar\nabla$, and

$$[L_i,L_j]=i\hbar\,\epsilon_{ijk}L_k,\qquad [S_i,S_j]=i\hbar\,\epsilon_{ijk}S_k,\qquad [L_i,S_j]=0. \tag{4}$$

Repeated indices are summed. An operator $A$ without explicit time dependence obeys Heisenberg's equation

$$\frac{dA}{dt}=\frac{i}{\hbar}[H,A]. \tag{5}$$

## 1.3 The terms that exert no torque

The spin commutes with $p^2$, $U$ and $V$, since none of them contains spin. For the orbit, write $L_i=\epsilon_{ijk}x_jp_k$. From $[x_j,p^2]=2i\hbar p_j$,

$$[L_i,p^2]=\epsilon_{ijk}[x_j,p^2]p_k=2i\hbar\,\epsilon_{ijk}p_jp_k=0,$$

because $\epsilon_{ijk}$ is antisymmetric in $j,k$ while $p_jp_k$ is symmetric.

For any function $f(\mathbf r)$ and any wave function $\psi$, the product rule gives

$$[f,\mathbf L]\psi=-i\hbar f\,\mathbf r\times\nabla\psi+i\hbar\,\mathbf r\times\nabla(f\psi)=i\hbar\,(\mathbf r\times\nabla f)\,\psi. \tag{6}$$

If $f$ depends on $r$ alone, then $\nabla f$ is parallel to $\mathbf r$ and the right side vanishes. So $\mathbf L$ commutes with $U(r)$ and with the factor $\xi(r)$. Two sources of torque remain: the product $\mathbf L\cdot\mathbf S$ and the crystal potential.

## 1.4 The spin torque

Only the spin-orbit term fails to commute with $\mathbf S$. Equations (4) and (5) give

$$\frac{dS_i}{dt}=\frac{i\xi}{\hbar^3}L_j[S_j,S_i]=\frac{i\xi}{\hbar^3}L_j\,(i\hbar\,\epsilon_{jik}S_k)=-\frac{\xi}{\hbar^2}\epsilon_{jik}L_jS_k .$$

Exchanging the first two indices of $\epsilon$ changes its sign, $\epsilon_{jik}=-\epsilon_{ijk}$, so

$$\frac{dS_i}{dt}=\frac{\xi}{\hbar^2}\,\epsilon_{ijk}L_jS_k=\frac{\xi}{\hbar^2}(\mathbf L\times\mathbf S)_i=(\mathbf T_{SO})_i. \tag{7}$$

The spin turns about the orbital angular momentum as if it stood in a magnetic field along $\mathbf L$. That field is itself an operator and reacts to the spin. Each component of $\mathbf T_{SO}$ is Hermitian, because the factors $L_j$ and $S_k$ commute.

## 1.5 The orbital torque from spin-orbit coupling

The same steps for $\mathbf L$ give

$$\frac{i\xi}{\hbar^3}[L_j,L_i]S_j=\frac{i\xi}{\hbar^3}(i\hbar\,\epsilon_{jik}L_k)S_j=\frac{\xi}{\hbar^2}\epsilon_{ijk}S_jL_k=\frac{\xi}{\hbar^2}(\mathbf S\times\mathbf L)_i .$$

For operators, $\mathbf S\times\mathbf L=-\mathbf L\times\mathbf S$ needs a reason. Here it holds because $S_j$ and $L_k$ commute:

$$\epsilon_{ijk}S_jL_k=\epsilon_{ijk}L_kS_j=-\epsilon_{ikj}L_kS_j=-(\mathbf L\times\mathbf S)_i .$$

The spin-orbit torque on the orbit is therefore $-\mathbf T_{SO}$. What the spin gains through this coupling the orbit loses through it, at every instant and in every state.

## 1.6 The crystal-field torque

Equation (6) with $f=V$ reads $[V,\mathbf L]=i\hbar\,\mathbf r\times\nabla V$. Hence

$$\frac{i}{\hbar}[V,\mathbf L]=\frac{i}{\hbar}(i\hbar)\,\mathbf r\times\nabla V=-\,\mathbf r\times\nabla V=\mathbf T_{CF}. \tag{8}$$

This is the classical torque $\mathbf r\times\mathbf F$ of the force $\mathbf F=-\nabla V$. Adding (7), the result of Section 1.5 and (8) gives equation (1), since $\mathbf T_{SO}$ cancels in the sum.

The mean crystal torque depends only on where the electron is. If $n(\mathbf r)$ is its probability density, summed over spin, then

$$\langle\mathbf T_{CF}\rangle=-\int n(\mathbf r)\,\mathbf r\times\nabla V\,d^3r. \tag{9}$$

A charge cloud that is twisted away from a position of balance in the crystal feels a torque, whatever its spin. About the $z$ axis, $(\mathbf r\times\nabla V)_z=\partial V/\partial\varphi$ with $\varphi$ the azimuth. So $T_{CF,z}=-\partial V/\partial\varphi$, and $J_z$ is conserved when $V$ has full rotational symmetry about $z$.

## 1.7 What "only" means

Integrating the last law of (1) gives a budget:

$$\langle\mathbf J\rangle(t_2)-\langle\mathbf J\rangle(t_1)=\int_{t_1}^{t_2}\langle\mathbf T_{CF}\rangle\,dt. \tag{10}$$

No spin-orbit term stands in it. The statement concerns the direct torque. Spin-orbit coupling still shapes the state in which $\mathbf T_{CF}$ is evaluated, so it influences indirectly how much angular momentum the crystal takes.

Removing one coupling at a time separates the two roles:

- Without $V$, $\mathbf J$ is constant, while $\mathbf S$ and $\mathbf L$ may exchange angular momentum.
- Without $\xi$, $\mathbf S$ is constant, while $\mathbf L$ and $\mathbf J$ may change.

In this model, a transfer from spin to lattice thus needs both. Spin-orbit coupling hands angular momentum from the spin to the orbit, and the crystal field removes it from the orbit.

## 1.8 Restriction to the d shell

Let $P$ project on the ten states formed from five d orbitals with one common radial function $R(r)$ and two spin directions. $\mathbf L$ changes the magnetic quantum number $m$ of such an orbital but neither its $l=2$ nor its radial function. So $P$ commutes with $\mathbf L$, and

$$\frac{i}{\hbar}[PVP,\mathbf L]=P\,\frac{i}{\hbar}[V,\mathbf L]\,P=P\,(-\mathbf r\times\nabla V)\,P. \tag{11}$$

The torque of the projected potential is the projected torque, so nothing is lost between the two routes. The spherical terms of $H$ reduce to a constant energy, and $\xi(r)$ is replaced by the number

$$\xi=\int_0^\infty R^2(r)\,\xi(r)\,r^2\,dr .$$

From here on $\xi$ means this number. What the projection does leave out is the mixing of the d shell with other shells.

**Which potentials exert no torque in the shell?** Let $v=PVP$ commute with all components of $\mathbf L$. Since it commutes with $L_z$, whose five eigenvalues $\hbar m$ differ, it is diagonal: $v|m\rangle=v_m|m\rangle$. It also commutes with $L_+=L_x+iL_y$, for which

$$L_+|m\rangle=\hbar\sqrt{6-m(m+1)}\;|m+1\rangle .$$

Applying $vL_+=L_+v$ to $|m\rangle$ gives $v_{m+1}=v_m$ for $m=-2,\dots,1$, where the root is not zero. All five values are equal, and $v$ is a constant. Any crystal field that splits the d shell therefore has a non-zero torque operator.

**A test of the operator laws.** Equations (7), (8) and (1) were tested in the ten-state shell with $\xi=50$ meV. The potential, on the unit sphere, was a cubic term that splits the shell by 200 meV plus $300\text{ meV}\times(0.7xy+0.3z^2-0.5xz^3+0.2y^4+0.4x^2yz)$, which removes the cubic symmetry. The time derivatives came from short forward and backward time steps, and the crystal torque from turning the potential by a small angle and integrating over the sphere. The largest difference in any matrix element was $1.1\times10^{-5}$ meV, while each torque component had elements above 10 meV.

## 1.9 Energy eigenstates, and where the angular momentum goes

Let $H|n\rangle=E_n|n\rangle$ be a state of the shell. For any shell operator $A$,

$$\langle n|[H,A]|n\rangle=(E_n-E_n)\langle n|A|n\rangle=0 .$$

With $A=\mathbf S$ this gives $\langle\mathbf T_{SO}\rangle=0$, and with $A=\mathbf J$ it gives $\langle\mathbf T_{CF}\rangle=0$. The argument also covers every combination of states with the same energy. With this $H$, a non-zero mean torque therefore needs a superposition of different energies, such as a sudden excitation can leave behind. An exchange field (Section 1.10) tilted away from the symmetry axes of the crystal changes this: even in a stationary state the mean crystal torque can then be non-zero, balanced by the exchange torque.

The angular momentum that the electron loses goes to the ions. Let $V$ depend on the electron position $\mathbf r$ and the ion positions $\mathbf R_a$ in such a way that turning all of them together leaves it unchanged. A rotation by the small vector $\delta\boldsymbol\phi$ shifts each position by $\delta\boldsymbol\phi\times\mathbf r$ or $\delta\boldsymbol\phi\times\mathbf R_a$. Since $(\delta\boldsymbol\phi\times\mathbf r)\cdot\nabla V=\delta\boldsymbol\phi\cdot(\mathbf r\times\nabla V)$,

$$0=\delta V=\delta\boldsymbol\phi\cdot\Big(\mathbf r\times\nabla V+\sum_a\mathbf R_a\times\nabla_aV\Big).$$

The direction of $\delta\boldsymbol\phi$ is free, so the bracket vanishes. The torque on the ions is then

$$-\sum_a\mathbf R_a\times\nabla_aV=\mathbf r\times\nabla V=-\mathbf T_{CF}. \tag{12}$$

Clamped ions pass this torque on to whatever holds them. In a free crystal it sets the lattice in motion.

## 1.10 Terms that add further torques

**Exchange field.** In mean field, exchange with the other electrons, on the same atom and on its neighbours, acts on the electron through $H_x=-(\Delta_x/\hbar)S_z$, with exchange splitting $\Delta_x$ and $z$ along the majority spin direction. Using $[S_z,S_x]=i\hbar S_y$ and $[S_z,S_y]=-i\hbar S_x$ in (5),

$$\Big(\frac{d\mathbf S}{dt}\Big)_x=\frac{\Delta_x}{\hbar}\,(S_y,\,-S_x,\,0), \tag{13}$$

where the subscript marks the exchange contribution. The transverse components of $\mathbf J$ now feel a second torque, and the vector law in (1) fails. The $z$ component has no exchange torque, so $dJ_z/dt=T_{CF,z}$ survives.

**Light.** For an electron of charge $-e$ in a uniform electric field $\mathbf E$, the added potential energy is $e\,\mathbf E\cdot\mathbf r$. By (8) it gives the torque $-e\,\mathbf r\times\mathbf E$.

**Applied magnetic field.** The term $(\mu_B/\hbar)\,\mathbf B\cdot(\mathbf L+2\mathbf S)$ gives, by the algebra of Section 1.4, the torque $(\mu_B/\hbar)\,\mathbf B\times(\mathbf L+2\mathbf S)$ on $\mathbf J$.

**Other electrons.** The repulsion $w(|\mathbf r_1-\mathbf r_2|)$ changes the angular momentum of each electron, but not the sum over both. Since $\nabla_2w=-\nabla_1w$, the summed torque is $-(\mathbf r_1-\mathbf r_2)\times\nabla_1w$, which vanishes because $\nabla_1w$ lies along $\mathbf r_1-\mathbf r_2$.

**Spin-orbit coupling of the crystal potential.** The gradient of $V$ also produces a term $\mathbf S\cdot(\nabla V\times\mathbf p)/(2m^2c^2)$, which (3) leaves out. It too depends on the crystal axes and can change $\mathbf J$. Part 2 estimates its size.

# Part 2. A cubic crystal field, solved and put into numbers

## 2.1 Symbols and results carried over

$\mathbf L$, $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$ are the orbital, spin and total angular momentum of one d electron. In the d shell,

$$H=\frac{\xi}{\hbar^2}\mathbf L\cdot\mathbf S+V,\qquad \frac{d\mathbf S}{dt}=\mathbf T_{SO}=\frac{\xi}{\hbar^2}\mathbf L\times\mathbf S,\qquad \frac{d\mathbf J}{dt}=\mathbf T_{CF}=\frac{i}{\hbar}[V,\mathbf L]=-\mathbf r\times\nabla V,$$

and $d\mathbf L/dt=\mathbf T_{CF}-\mathbf T_{SO}$. The orbitals $|m\rangle$, $m=-2,\dots,2$, have $L_z=\hbar m$, and arrows give the spin along $z$. A torque is an energy: 1 meV corresponds to $1/658.21\;\hbar$/fs, because $\hbar=658.21$ meV fs.

## 2.2 The cubic potential in the shell

At a cubic site with inversion symmetry, the non-spherical potential of lowest order is

$$V=D\left(x^4+y^4+z^4-\tfrac35r^4\right). \tag{14}$$

With $\rho^2=x^2+y^2$, one has $x^4+y^4=\rho^4(3+\cos4\varphi)/4$. So $V$ connects values of $m$ that are equal or differ by 4. In the shell the only such pair is $m=\pm2$, whose combinations are

$$|a\rangle=\frac{|2\rangle+|{-2}\rangle}{\sqrt2}=|x^2-y^2\rangle,\qquad |b\rangle=\frac{|2\rangle-|{-2}\rangle}{\sqrt2}=i\,|xy\rangle .$$

A quarter turn about $z$ leaves $V$ unchanged and turns $x^2-y^2$ and $xy$ each into minus itself, so it does not separate them. The reflection $x\to-x$ does, since it reverses $xy$ alone. Hence $V$ is diagonal in $|a\rangle,|b\rangle$.

Permuting the axes shows that $xy$, $yz$ and $xz$ share one energy $E_t$ (the $t_{2g}$ level). The orbital $3x^2-r^2$ has the same mean energy as $3z^2-r^2$ and equals $-\tfrac12|z^2\rangle+\tfrac{\sqrt3}2|x^2-y^2\rangle$. There is no cross element, so $E_{z^2}=\tfrac14E_{z^2}+\tfrac34E_a$, and the two are equal: this is the $e_g$ level $E_e$.

On the sphere the average of $x^4$ is $1/5$, so $V$ averages to zero. The five d densities add up to a sphere, so $2E_e+3E_t=0$. With $\Delta=E_e-E_t$,

$$E_e=\tfrac35\Delta,\qquad E_t=-\tfrac25\Delta. \tag{15}$$

In this model, spin-orbit coupling only moves angular momentum between spin and orbit, while the crystal field alone changes their sum; a cubic field splits the d shell into an $e_g$ and a $t_{2g}$ level. What remains is to find the crystal torque between these levels, solve the motion from a definite start, and put numbers to it beside real iron.
